# Are metal-induced gap states leftover dangling-bond states?

**Question**

When a metal is put on a semiconductor, states appear in the semiconductor's gap near the interface. I have been picturing them as dangling bonds: the crystal was cut, some bonds were left unsatisfied, and the metal failed to saturate all of them. On that picture, a semiconductor whose end has no surface state should keep a clean gap under a metal. Is that right? Could someone show it either way in a model simple enough to solve by hand?

**Answer**

The picture fails for metal-induced gap states. They are metal states whose energy lies in the semiconductor's gap and whose wave functions continue into it as decaying tails. A chain with no end state shows this, because there is no dangling bond to blame.

**The chain, and why its gap is empty**

Take a half-infinite chain of cells \(j=1,2,\dots\), each with sites \(A_j\) and \(B_j\), one orbital per site at energy zero. The hopping is \(v\) inside a cell and \(w\) between \(B_j\) and \(A_{j+1}\), both positive. Electrons do not interact, all densities are per spin, and the algebra is in atomic units. On a state \(\psi\),

\[
(H\psi)_{A_j}=v\psi_{B_j}+w\psi_{B_{j-1}},\qquad
(H\psi)_{B_j}=v\psi_{A_j}+w\psi_{A_{j+1}},
\]

with \(\psi_{B_0}=0\). So \(H\) takes \(B\) amplitudes to \(A\) sites through \(T=v+wS\), where \(S\) shifts by one cell away from the end, and takes \(A\) amplitudes to \(B\) sites through \(T^\dagger\). Neither \(S\) nor \(S^\dagger\) can lengthen a vector. For \(v>w\) the triangle inequality therefore gives

\[
\|Tx\|\ge (v-w)\|x\|,\qquad \|T^\dagger x\|\ge (v-w)\|x\| .
\]

Since \(H^2\) acts as \(TT^\dagger\) on \(A\) and \(T^\dagger T\) on \(B\), it follows that \(H^2\ge (v-w)^2\). There is no level at \(|E|<v-w\), neither bulk state nor end state. This is the saturated end: the last atom sits on a strong bond.

If instead \(v<w\), the cut went through a strong bond. At \(E=0\) the \(B\) equations are solved by \(\psi_{A_{j+1}}=-(v/w)\psi_{A_j}\) with \(\psi_B=0\), which is normalizable. This is the dangling-bond state, and its weight on the end site is

\[
Z=\Big[\sum_{j\ge1}(v/w)^{2(j-1)}\Big]^{-1}=1-\frac{v^2}{w^2}.
\]

Attaching one more atom to this end by a strong bond \(w\) produces a chain that starts with a strong bond, which is the saturated chain again. In this model, that is passivation.

**How the isolated chain responds at a gap energy**

Let \(g_n\) be the Green function of the isolated chain from \(A_1\) to site \(n\), so that \((E-H)\) acting on it gives one at \(A_1\) and zero elsewhere. Try \(g_{A_j}=g\lambda^{j-1}\) and \(g_{B_j}=b\lambda^{j-1}\) with \(|\lambda|<1\). The equations at \(B_j\), at \(A_j\) with \(j\ge2\), and at \(A_1\) are

\[
Eb=(v+w\lambda)g,\qquad Eg=\Big(v+\frac{w}{\lambda}\Big)b,\qquad Eg=vb+1 .
\]

Multiplying the first two gives

\[
E^2=v^2+w^2+vw\Big(\lambda+\frac1\lambda\Big).
\]

For \(|E|<|v-w|\) this makes \(\lambda+1/\lambda<-2\), so \(\lambda\) is real and negative. Write \(\lambda=-e^{-\kappa a}\), with \(a\) the cell length. Subtracting the third equation from the second gives \(wb/\lambda=1\), and the first then gives \(g\):

\[
b=\frac{\lambda}{w},\qquad g=\frac{E\lambda}{w(v+w\lambda)} .
\]

At \(E=0\) the condition on \(\lambda\) factorizes as \((v+w\lambda)(v+w/\lambda)=0\). For \(v>w\) the decaying root is \(\lambda=-w/v\), the denominator of \(g\) stays finite, and \(g(0)=0\). For \(v<w\) the decaying root is \(\lambda=-v/w\), the denominator vanishes, and \(g\) has a pole. Its residue follows from the second equation: \(Eg=(v\lambda+w)/w\to 1-v^2/w^2=Z\). The pole is the dangling bond.

**Switching on the metal**

Let the metal be a half-infinite uniform chain with hopping \(t\) and site energy \(e\), joined to \(A_1\) by a hopping \(c\). Removing its end site leaves the same chain, so its end Green function obeys \(g_m=1/(E-e-t^2g_m)\). Inside the metal's band, \(|E-e|<2t\), the root with negative imaginary part is

\[
g_m=\frac{E-e-i\sqrt{4t^2-(E-e)^2}}{2t^2},\qquad
\rho_m=-\frac{1}{\pi}\,\mathrm{Im}\,g_m .
\]

Let \(G\) be the Green function of the joined system and \(m\) the metal's end site. Dyson's equation for a chain site \(n\) reads

\[
G_{nn}=g_{nn}+g_n\,c\,G_{mn},\qquad G_{mn}=g_m\,c\,G_{A_1n},\qquad
G_{A_1n}=g_n+g\,c\,G_{mn}.
\]

The last two give \(G_{A_1n}=g_n/(1-c^2gg_m)\), and hence

\[
G_{nn}=g_{nn}+g_n^2\,\frac{c^2g_m}{1-c^2gg_m}.
\]

In the gap of the saturated chain \(g_{nn}\), \(g_n\) and \(g\) are real. Multiplying numerator and denominator by \(1-c^2gg_m^*\) shows that the fraction has imaginary part \(c^2\,\mathrm{Im}\,g_m/|1-c^2gg_m|^2\). The local density of states is therefore

\[
\rho_n(E)=g_n^2(E)\,F(E),\qquad F=\frac{c^2\rho_m}{|1-c^2gg_m|^2}.
\]

The factor \(g_n^2\) contains the semiconductor's evanescent wave. The density falls by \(\lambda^2=e^{-2\kappa a}\) per cell, whatever \(t\), \(e\) and \(c\) are, because this chain has only one decaying wave at each gap energy. A real crystal has several, and the metal's states decide which of them are fed. The factor \(F\) sets the amplitude, and it vanishes when \(c=0\).

Summing over the chain with \(\sum_j\lambda^{2(j-1)}=1/(1-\lambda^2)\) gives

\[
D(E)=F\,\frac{g^2+\lambda^2/w^2}{1-\lambda^2}.
\]

At midgap with \(e=0\) and \(v>w\), we have \(g=0\), \(\lambda^2/w^2=1/v^2\), \(1-\lambda^2=(v^2-w^2)/v^2\) and \(\rho_m=1/(\pi t)\), so

\[
D(0)=\frac{c^2}{\pi t\,(v^2-w^2)} .
\]

As \(w\to0\) the chain breaks into separate, fully bonded dimers, and \(D(0)\to c^2/(\pi t v^2)\). Even one saturated dimer takes up gap density from the metal.

**Numbers**

Take round model parameters: \(v=2.0\), \(w=1.4\), \(t=2.0\), \(c=1.0\) eV, \(e=0\) and \(a=5.0\) Å. The gap is \(2(v-w)=1.2\) eV. An isolated saturated chain of 200 cells has its smallest \(|E|\) at 0.6006 eV, just outside the half gap of 0.6 eV.

On the metal, the midgap density summed over the chain is

\[
D(0)=\frac{1.0^2}{\pi\times2.0\times(4.00-1.96)}=0.078\ \text{per eV},
\]

or 2.12 per hartree. Solving the full metal-plus-chain matrix directly gives the same value to within 0.1%. The midgap density decays over

\[
\frac{1}{2\kappa}=\frac{a}{2\ln(v/w)}=\frac{5.0}{2\ln(2.0/1.4)}=7.0\ \text{Å},
\]

or 13.2 bohr. The first four cells carry 0.0398, 0.0195, 0.0096 and 0.0047 per eV, a factor \((1.4/2.0)^2=0.49\) each time.

At \(E=0.4\) eV, \(\lambda=-0.766\), so the tail is longer. With 0.0085 per eV on \(A_1\) and 0.0457 on \(B_1\), the total is \((0.0085+0.0457)/(1-0.766^2)=0.131\) per eV. At the gap edge \(\lambda\to-1\), and the total on a half-infinite chain diverges because the tail no longer decays.

**Where the states come from**

No orbital was added to the semiconductor. The eigenstates form a complete set, so each site's density integrates to one over all energies, before and after contact. Weight that appears in the gap must be missing elsewhere. In the first cell, the weights below, inside and above the gap are 1, 0, 1 for the isolated chain and 0.968, 0.064, 0.968 on the metal. Each side gives up 0.032.

The equal shares are special to \(e=0\). Reversing the sign of the wave function on every second site of the whole system then maps \(E\) to \(-E\) without changing any local density.

**Telling the two kinds apart**

Weaken the contact. For the saturated chain, \(F\to c^2\rho_m\), so the gap density disappears as \(c^2\). For the dangling-bond chain (\(v=1.4\), \(w=2.0\) eV, \(Z=0.51\)), the pole dominates near \(E=0\). There \(g\approx Z/E\), and because the end state is normalized, \(\sum_n g_n^2\approx Z/E^2\). With \(g_m\approx-i/t\),

\[
D(E)\approx\frac{Z}{E^2}\,\frac{c^2/(\pi t)}{|1+ic^2Z/(tE)|^2}
=\frac1\pi\,\frac{\gamma}{E^2+\gamma^2},\qquad \gamma=\frac{Zc^2}{t}.
\]

No sharp level is left on top of this. With \(\psi_n\) the normalized end state, \(g_{nn}\approx\psi_n^2/E\) and \(g_n^2\approx Z\psi_n^2/E^2\), while the fraction in \(G_{nn}\) tends to \(-E/Z\) as \(E\to0\), so the two poles cancel. The Lorentzian integrates to one state for any small \(c\). The metal broadens a level that was already there. The weight on the chain within \(|E|<0.3\) eV, from the full \(D(E)\), is:

| \(c\) (eV) | saturated end | dangling bond |
|---|---|---|
| 0.4 | 0.0082 | 0.926 |
| 0.2 | 0.0021 | 0.982 |
| 0.1 | 0.0005 | 0.9955 |

The left column falls by four at each halving of \(c\), while the right column tends to one. At \(c=0.2\) eV the half width is \(0.51\times0.04/2.0=0.010\) eV, and the directly computed end-site density there is 0.501 of its peak.

The decay length does not separate the two. The dangling-bond state also loses a factor \((1.4/2.0)^2\) per cell, since both are built from the same evanescent wave. Nor need the midgap density at strong contact. At \(c=2.0\) eV the saturated end has \(D(0)=4.0/(\pi\times2.0\times2.04)=0.312\) per eV. The dangling-bond end has \(D(0)=1/(\pi\gamma)\) with \(\gamma=0.51\times4.0/2.0=1.02\) eV, which is also 0.312 per eV. The two expressions are equal only when \(c^2\) is \(t\) times the strong bond: below that the dangling-bond end has the larger midgap density, above it the smaller. With these parameters \(c\), \(t\) and the strong bond are all 2.0 eV, so the two systems are the same chain with the boundary between metal and semiconductor drawn one site apart. This \(\gamma\) exceeds the half gap, so the dangling bond no longer shows as a narrow resonance.

**What the partner must supply**

Contact alone is not enough: a continuous density in the gap requires a partner with states at gap energies. Replace the metal by a saturated chain with hoppings 3.0 and 1.0 eV, whose own gap is 4.0 eV. Its end Green function \(g_I\) is real throughout our gap, so no continuous density can appear. A discrete interface state would require \(c^2gg_I=1\).

That condition cannot be met here. The slope \(dg/dE=-\sum_n g_n^2\) is negative and \(g\) is odd in \(E\), so \(|g|\) stays below its gap-edge value \(1/w=0.71\) per eV. Also, \(|g_I|\) cannot exceed the inverse distance to the insulator's spectrum, which is at most \(1/(2.0-0.6)=0.71\) per eV. With \(c=1.0\) eV the product stays below 0.51. Diagonalizing the finite contact agrees: the smallest \(|E|\) is again 0.6006 eV. With a larger \(c\) or another insulator this bound can fail, and a discrete interface state is then not excluded.

So a clean, passivated end does not guarantee a clean gap under a metal. Passivation removes the pole of \(g\), but leaves the evanescent waves that metal states can enter. A real interface may have both kinds of state. This one-dimensional model without interactions separates their origins; it does not predict their densities in a particular material. The full set of values is in the numerical output below.

## Numbers as computed

```
strong, weak hopping: 2.0, 1.4 eV
metal, contact hopping: 2.0, 1.0 eV
cell length: 5.0 angstrom; full gap: 1.20 eV
isolated saturated chain, 200 cells: smallest |E| = 0.6006 eV
isolated dangling-bond chain: levels in gap = 1, weight on end site = 0.5100
insulator partner hoppings: 3.0, 1.0 eV; its gap: 4.0 eV
contact with that insulator: smallest |E| = 0.6006 eV
saturated chain on metal; densities in 1/eV
E(eV)  lam      g(1/eV)  rho_A1   rho_B1   total    total(direct)
0.0    -0.7000  -0.0000  0.00000  0.03979  0.07802  0.07798
0.2    -0.7143  -0.1020  0.00164  0.04106  0.08719  0.08714
0.4    -0.7661  -0.2360  0.00850  0.04570  0.13120  0.13114
midgap density in cells 1-4 (direct, 1/eV): 0.03977 0.01949 0.00955 0.00468
midgap total density: 0.07802 per eV = 2.123 per hartree
midgap decay length of density: 7.009 angstrom = 13.245 bohr; from direct densities 7.009 angstrom
first-cell weight in valence band, gap, conduction band (states)
  isolated: 1.0000 0.0000 1.0000
  on metal: 0.9679 0.0642 0.9679
  gap part from integrated closed form: 0.0642
chain weight within |E| < 0.3 eV (states), closed / direct
c(eV)  saturated            dangling bond
0.1    0.000514 / 0.000517  0.9955 / 0.9955
0.2    0.002057 / 0.002067  0.9818 / 0.9819
0.4    0.008223 / 0.008263  0.9263 / 0.9267
dangling-bond half width at c = 0.2 eV: 0.01020 eV; density there / peak = 0.5010
```
